# Bath Orbitals for a Fragment of a Slater Determinant: verification in Python

```python
"""Bath orbitals of a Slater determinant.

Result under test: for a determinant with one-particle density D, split into
fragment A (n orbitals) and environment B, the singular values of D_BA are
sqrt(nu*(1-nu)), with nu the eigenvalues of D_AA.  The m fractional nu give
m <= min(n, N, L-n, L-N) bath orbitals; the rest of B is filled or empty.
L: number of orbitals, N: number of electrons (one spin), C: occupied
coefficients with the fragment rows first, D[p,q] = <a_q^dagger a_p>.
The many-electron vector is built explicitly and serves as the reference.
"""
from itertools import combinations, product
import numpy as np
from pyscf import gto, scf, fci


def fock_vector(C):
    """Amplitudes of the determinant in the occupation-number basis."""
    L, N = C.shape
    psi = np.zeros(2**L, dtype=complex)
    for occ in combinations(range(L), N):
        index = sum(1 << (L - 1 - p) for p in occ)
        psi[index] = np.linalg.det(C[list(occ), :])
    return psi


def density_from_state(psi, L):
    """One-particle density from annihilation operators acting on psi."""
    lowered = np.zeros((L, psi.size), dtype=complex)
    for p in range(L):
        bit = 1 << (L - 1 - p)
        for index in np.flatnonzero(psi):
            index = int(index)
            if index & bit:
                sign = (-1)**bin(index >> (L - p)).count("1")
                lowered[p, index ^ bit] = sign * psi[index]
    return lowered @ lowered.conj().T


def analyse(C, n):
    """Build the bath and test every claim against the explicit state."""
    L, N = C.shape
    psi = fock_vector(C)
    assert abs(np.vdot(psi, psi) - 1) < 1e-10
    D = density_from_state(psi, L)
    assert np.allclose(D, C @ C.conj().T, atol=1e-10)
    D_AA, D_BA, D_BB = D[:n, :n], D[n:, :n], D[n:, n:]
    nu, u = np.linalg.eigh(D_AA)
    nu, u = nu[::-1], u[:, ::-1]

    # Squares are compared because a square root magnifies rounding near zero.
    singular = np.linalg.svd(D_BA, compute_uv=False)
    padded = np.zeros(n)
    padded[:singular.size] = singular
    predicted = np.sort(nu * (1 - nu))[::-1]
    assert np.allclose(padded**2, predicted, atol=1e-11)

    fractional = nu * (1 - nu) > 1e-10
    m = int(fractional.sum())
    assert m <= min(n, N, L - n, L - N)
    nu_f, u_f = nu[fractional], u[:, fractional]
    bath = D_BA @ u_f / np.sqrt(nu_f * (1 - nu_f))
    assert np.allclose(bath.conj().T @ bath, np.eye(m), atol=1e-8)
    assert np.allclose(D_BB @ bath, bath * (1 - nu_f), atol=1e-8)
    env_occ = np.linalg.eigvalsh(D_BB)
    assert np.sum(env_occ * (1 - env_occ) > 1e-10) == m

    # Environment outside the bath: occupations must be zero or one.
    Q = np.eye(L - n) - bath @ bath.conj().T
    rest_occ, rest_vec = np.linalg.eigh(Q @ D_BB @ Q)
    assert np.max(np.abs(rest_occ * (1 - rest_occ))) < 1e-8
    core = rest_vec[:, rest_occ > 0.5]
    full = u[:, (~fractional) & (nu > 0.5)]

    # Reassemble the determinant from pair, full fragment and core orbitals.
    pairs = np.vstack([np.sqrt(nu_f) * u_f, np.sqrt(1 - nu_f) * bath])
    full_pad = np.vstack([full, np.zeros((L - n, full.shape[1]))])
    core_pad = np.vstack([np.zeros((n, core.shape[1])), core])
    rebuilt = np.hstack([pairs, full_pad, core_pad])
    assert rebuilt.shape[1] == N
    fidelity = abs(np.vdot(psi, fock_vector(rebuilt)))
    assert abs(fidelity - 1) < 1e-8

    # Schmidt decomposition of the explicit many-electron state.
    schmidt = np.linalg.svd(psi.reshape(2**n, -1), compute_uv=False)**2
    formula = [np.prod(c) for c in product(*[(x, 1 - x) for x in nu_f])]
    formula = np.sort(np.array(formula))[::-1]
    assert np.allclose(schmidt[:2**m], formula, atol=1e-10)
    assert np.all(schmidt[2**m:] < 1e-12)
    positive = schmidt[schmidt > 1e-15]
    entropy = -np.sum(positive * np.log(positive))
    binary = -np.sum(nu_f*np.log(nu_f) + (1 - nu_f)*np.log(1 - nu_f))
    assert abs(entropy - binary) < 1e-8
    return dict(D=D, nu=nu, u=u, singular=singular, m=m, bath=bath,
                core=core.shape[1], schmidt=schmidt[:2**m],
                entropy=entropy, fidelity=fidelity)


def defect_with_bath(D, n, bath):
    """Trace of d - d^2 for the density d of fragment plus given bath."""
    L = D.shape[0]
    V = np.zeros((L, n + bath.shape[1]), dtype=complex)
    V[:n, :n] = np.eye(n)
    V[n:, n:] = bath
    d = V.conj().T @ D @ V
    return np.trace(d - d @ d).real, np.trace(d).real


def row(values, fmt="{:.6f}"):
    return " ".join(fmt.format(float(v)) for v in values)


# Random complex determinants; each of the four bounds is limiting somewhere.
rng = np.random.default_rng(7)
print("Random determinants: L N n -> bath size, Schmidt rank")
for L, N, n in [(8, 4, 3), (8, 2, 4), (8, 6, 4), (8, 4, 6)]:
    raw = rng.normal(size=(L, N)) + 1j * rng.normal(size=(L, N))
    result = analyse(np.linalg.qr(raw)[0], n)
    assert result["m"] == min(n, N, L - n, L - N)
    print(f"  {L} {N} {n} -> {result['m']}, {len(result['schmidt'])}")

# Regular H6 ring: in a hexagon the radius equals the neighbour distance.
distance = 1.8
angles = np.arange(6) * np.pi / 3
atoms = [("H", (distance*np.cos(t), distance*np.sin(t), 0.0)) for t in angles]
mol = gto.M(atom=atoms, basis="6-31g", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
C_all = (s_vec * np.sqrt(s_val)) @ s_vec.T @ mf.mo_coeff
N_spin = mol.nelectron // 2
C_occ = C_all[:, :N_spin]
L = C_all.shape[0]
print(f"H6 ring, neighbour distance: {distance:.1f} bohr")
print(f"Orbitals L: {L}; electrons per spin N: {N_spin}")
print(f"RHF/6-31G energy: {mf.e_tot:.6f} hartree")

one = analyse(C_occ, 2)
D1 = one["D"].real
assert one["m"] == 2
assert abs(np.trace(D1[:2, :2]) - 0.5) < 1e-5
print("One-atom fragment, n = 2 (all values per spin)")
print("  D_AA elements 11, 12, 22:", row([D1[0, 0], D1[0, 1], D1[1, 1]]))
print("  occupations nu:", row(one["nu"], "{:.8f}"))
print("  singular values of D_BA:", row(one["singular"], "{:.8f}"))
print("  sqrt(nu(1-nu)):", row(np.sqrt(one["nu"]*(1-one["nu"])), "{:.8f}"))
for k in range(2):
    vec = one["u"][:, k].real
    vec = vec * np.sign(vec[np.argmax(abs(vec))])
    weights = (abs(one["bath"][:, k])**2).reshape(5, 2).sum(axis=1)
    print(f"  u_{k+1} on inner, outer function:", row(vec))
    print(f"  b_{k+1} weight on atoms 2 to 6:", row(weights, "{:.4f}"))
print(f"  bath orbitals: {one['m']}; core orbitals: {one['core']}; "
      f"empty environment orbitals: {L - 2 - one['m'] - one['core']}")
print("  Schmidt probabilities:", row(one["schmidt"], "{:.4e}"))
print(f"  overlap of rebuilt determinant: {one['fidelity']:.10f}")
print(f"  entropy: {one['entropy']:.6f} nat")
print(f"  entropy, both spins: {2*one['entropy']:.6f} nat "
      f"= {2*one['entropy']/np.log(2):.6f} bit")

# Both bath orbitals are needed: with one alone the embedded state is mixed.
full_defect, electrons = defect_with_bath(one["D"], 2, one["bath"])
short_defect, _ = defect_with_bath(one["D"], 2, one["bath"][:, :1])
assert abs(full_defect) < 1e-9 and abs(electrons - one["m"]) < 1e-8
assert short_defect > 1e-7
print(f"  electrons in fragment plus bath: {electrons:.6f}")
print(f"  Tr(d-d^2), two bath orbitals: {abs(full_defect):.1e}")
print(f"  Tr(d-d^2), first bath orbital only: {short_defect:.4e}")

two = analyse(C_occ, 4)
assert two["m"] == N_spin
assert np.min(abs(two["nu"] - 1/6)) < 1e-5
print("Two-atom fragment, n = 4 (all values per spin)")
print("  occupations nu:", row(abs(two["nu"]), "{:.8f}"))
print("  singular values of D_BA:", row(two["singular"], "{:.8f}"))
print(f"  bath orbitals: {two['m']}; core orbitals: {two['core']}")
print(f"  Schmidt rank: {len(two['schmidt'])}; "
      f"entropy: {two['entropy']:.6f} nat")

# Correlated state in the same basis: the exact separation must fail.
solver = fci.FCI(mf)
e_fci, ci = solver.kernel()
dm_mo = solver.make_rdm1(ci, L, mol.nelectron)
D_corr = C_all @ dm_mo @ C_all.T / 2
A, BA, BB = D_corr[:2, :2], D_corr[2:, :2], D_corr[2:, 2:]
identity_defect = np.linalg.eigvalsh(A - A @ A - BA.T @ BA)
left = np.linalg.svd(BA, full_matrices=True)[0]
rest = left[:, 2:]
rest_occ = np.linalg.eigvalsh(rest.T @ BB @ rest)
deviation = np.max(np.minimum(abs(rest_occ), abs(1 - rest_occ)))
assert e_fci < mf.e_tot
assert identity_defect.max() > 1e-4 and deviation > 1e-4
print("Full CI state, one-atom fragment (per spin)")
print(f"  full CI/6-31G energy: {e_fci:.6f} hartree")
print("  eigenvalues of D_AA-D_AA^2-D_AB D_BA:", row(identity_defect))
print("  occupations outside the bath:", row(rest_occ[::-1], "{:.5f}"))
print(f"  largest distance from 0 or 1: {deviation:.6f}")
print("success")
```

It prints:

```
Random determinants: L N n -> bath size, Schmidt rank
  8 4 3 -> 3, 8
  8 2 4 -> 2, 4
  8 6 4 -> 2, 4
  8 4 6 -> 2, 4
H6 ring, neighbour distance: 1.8 bohr
Orbitals L: 12; electrons per spin N: 3
RHF/6-31G energy: -3.228295 hartree
One-atom fragment, n = 2 (all values per spin)
  D_AA elements 11, 12, 22: 0.241359 0.248644 0.258641
  occupations nu: 0.49879419 0.00120581
  singular values of D_BA: 0.49999855 0.03470383
  sqrt(nu(1-nu)): 0.49999855 0.03470383
  u_1 on inner, outer function: 0.694719 0.719282
  b_1 weight on atoms 2 to 6: 0.4419 0.0012 0.1138 0.0012 0.4419
  u_2 on inner, outer function: 0.719282 -0.694719
  b_2 weight on atoms 2 to 6: 0.0285 0.2497 0.4435 0.2497 0.0285
  bath orbitals: 2; core orbitals: 1; empty environment orbitals: 7
  Schmidt probabilities: 5.0060e-01 4.9819e-01 6.0436e-04 6.0145e-04
  overlap of rebuilt determinant: 1.0000000000
  entropy: 0.702453 nat
  entropy, both spins: 1.404906 nat = 2.026851 bit
  electrons in fragment plus bath: 2.000000
  Tr(d-d^2), two bath orbitals: 6.0e-15
  Tr(d-d^2), first bath orbital only: 1.2044e-03
Two-atom fragment, n = 4 (all values per spin)
  occupations nu: 0.83116245 0.16666667 0.00217088 0.00000000
  singular values of D_BA: 0.37460837 0.37267800 0.04654209 0.00000000
  bath orbitals: 3; core orbitals: 0
  Schmidt rank: 8; entropy: 0.920081 nat
Full CI state, one-atom fragment (per spin)
  full CI/6-31G energy: -3.316730 hartree
  eigenvalues of D_AA-D_AA^2-D_AB D_BA: 0.001696 0.016786
  occupations outside the bath: 0.97628 0.02157 0.01246 0.00232 0.00212 0.00200 0.00051 0.00037
  largest distance from 0 or 1: 0.023721
success
```
